\section*{Electromigration Wind Force with Two Unequal Spin Channels}

\section{Problem}

A narrow line of a ferromagnetic metal carries a current at high temperature. An ion about to jump into a neighbouring vacancy is pushed by the electrons that scatter from it. This push is the wind force. The conduction electrons form two spin channels, up and down, with these properties:

\begin{itemize}
\item The total electron density is $n=5\times10^{22}\,\mathrm{cm^{-3}}=50\,\mathrm{nm^{-3}}$, half in each channel.
\item The mean free paths are $l_\uparrow=9$ nm and $l_\downarrow=3$ nm.
\item The transport cross sections of the ion are $S_\uparrow=0.02\,\mathrm{nm^2}$ and $S_\downarrow=0.06\,\mathrm{nm^2}$.
\item The current density is $j=2\,\mathrm{MA/cm^2}$ and the temperature is 573 K.
\end{itemize}

Both channels have spherical Fermi surfaces of the same size and the free-electron mass $m$. Scattering at the ion is elastic and does not flip the spin. The response to the field is linear, and at first no process exchanges momentum between the channels.

Find the wind force $F$ and the wind charge number $Z$. Here $F$ is the magnitude of the force, which points along the electron drift. With $e>0$ and $E$ the magnitude of the field, $Z$ is defined by
\begin{equation}
Z=-\frac{F}{eE},
\end{equation}
where the minus sign records that electrons drift against the field.

\section{A tempting solution}

For a single kind of electron the wind force is $F=n\,eE\,l\,S$: a longer path lets the field build up more drift momentum, and a larger cross section passes more of it to the ion. With two equally populated channels, it seems natural to insert the averages
\begin{align}
\langle l\rangle&=\tfrac12(9+3)\ \mathrm{nm}=6\ \mathrm{nm},\\
\langle S\rangle&=\tfrac12(0.02+0.06)\ \mathrm{nm^2}=0.04\ \mathrm{nm^2}.
\end{align}
The estimate is then
\begin{equation}
\frac{F_{\rm av}}{eE}=n\langle l\rangle\langle S\rangle
=50\times6\times0.04=12,
\qquad Z_{\rm av}=-12 .
\label{eq:wrong}
\end{equation}

Each average has a sound meaning. The mean path gives the right conductivity, as shown below. The mean cross section is what the ion presents on average to an electron picked at random at the Fermi surface. The trouble must lie in their product.

\section{Where it fails}

The undisturbed Fermi sea exerts no net force on the ion, because as many electrons arrive from one side as from the other. The force comes from the drift momentum, and this is not shared equally between the spins. The up channel has three times the path of the down channel, so it carries three quarters of the drift momentum. It is also the channel that scatters weakly from the ion. Equation~\eqref{eq:wrong} gives the two cross sections equal weight, and so gives too much weight to the strongly scattering channel, which has little momentum to deliver.

In algebraic terms, the force needs the mean of a product, $\langle lS\rangle$, and the estimate uses the product of the means. To confirm that $\langle lS\rangle$ is the right quantity, the force of one channel has to be derived.

\section{The force of one channel}

\subsection{Drift momentum}

Let $z$ point along the electron drift. The field pushes each electron along $z$ with force $eE$, and collisions in the metal relax the distribution in a time $\tau_s=l_s/v_F$, where $s$ labels the spin and $v_F=\hbar k_F/m$. In the steady state the Boltzmann equation reads
\begin{equation}
\frac{eE}{\hbar}\frac{\partial f_s}{\partial k_z}=-\frac{f_s-f_0}{\tau_s}.
\end{equation}
To first order in $E$, the equilibrium function $f_0$ may replace $f_s$ on the left:
\begin{equation}
f_s-f_0=-\kappa_s\frac{\partial f_0}{\partial k_z},
\qquad \kappa_s=\frac{eE\tau_s}{\hbar}.
\end{equation}
This is a Fermi sphere shifted by $\kappa_s$ along $z$. The drift momentum per electron is
\begin{equation}
p_s=\hbar\kappa_s=eE\tau_s=\frac{eE\,l_s}{v_F}.
\label{eq:drift}
\end{equation}
At low temperature $f_0$ is a step at $k_F$, so with $\vartheta$ the angle between $\mathbf k$ and $z$,
\begin{equation}
f_s-f_0=\kappa_s\cos\vartheta\;\delta(k-k_F).
\label{eq:shift}
\end{equation}

\subsection{Momentum passed to the ion}

An electron of wave vector $\mathbf k$ that scatters elastically through an angle $\theta$ keeps the part $\hbar k\cos\theta$ of its momentum along the original direction. It loses $\hbar k(1-\cos\theta)$. The sideways parts cancel when averaged over the azimuth. The transport cross section is defined with this weight,
\begin{equation}
S_s=\int(1-\cos\theta)\,\frac{dS_s}{d\Omega}\,d\Omega ,
\end{equation}
where $dS_s/d\Omega$ is the differential cross section. An electron of speed $\hbar k/m$ in unit volume therefore delivers momentum to the ion at the mean rate $(\hbar k/m)\,S_s\,\hbar\mathbf k$.

The exclusion principle does not alter this sum. The net rate from $\mathbf k$ to $\mathbf k'$ contains $f(1-f')-f'(1-f)=f-f'$, so the blocking factors cancel.

The part $f_0$ gives zero by symmetry. The $z$ component of the remainder follows from Eq.~\eqref{eq:shift}, with $1/(2\pi)^3$ states per unit volume of $\mathbf k$ space for one spin:
\begin{align}
F_s&=\int\frac{k^2\,dk\,d\Omega}{(2\pi)^3}\;
\kappa_s\cos\vartheta\,\delta(k-k_F)\;
\frac{\hbar k}{m}\,S_s\,\hbar k\cos\vartheta \\
&=\frac{\hbar^2k_F^4\kappa_sS_s}{8\pi^3m}\int\cos^2\vartheta\,d\Omega
=\frac{\hbar^2k_F^4\kappa_sS_s}{6\pi^2m},
\end{align}
because the angular integral equals $4\pi/3$. The channel density is $n_s=k_F^3/(6\pi^2)$, the volume of the sphere times the density of states in $\mathbf k$ space. Hence
\begin{equation}
F_s=n_s\,\frac{\hbar k_F}{m}\,S_s\,\hbar\kappa_s
=n_s\,v_F\,S_s\,p_s=n_s\,eE\,l_s\,S_s ,
\label{eq:channel}
\end{equation}
where the last step uses Eq.~\eqref{eq:drift} and $v_F$ cancels.

\section{The right solution}

The channels act on the ion independently, so their forces add. With $n_\uparrow=n_\downarrow=n/2$,
\begin{equation}
F=\frac n2\,eE\,(l_\uparrow S_\uparrow+l_\downarrow S_\downarrow)
=n\,eE\,\langle lS\rangle .
\label{eq:true}
\end{equation}
For the given ratios write $l_\uparrow=3a$, $l_\downarrow=a$, $S_\uparrow=b$ and $S_\downarrow=3b$. Both products $l_sS_s$ equal $3ab$, and
\begin{align}
F&=\frac n2\,eE\,(3ab+3ab)=3ab\,n\,eE,\\
F_{\rm av}&=n\,eE\,(2a)(2b)=4ab\,n\,eE,\\
\frac{F_{\rm av}}{F}&=\frac43 .
\end{align}
The product of averages overestimates the wind force by one third of the true value. Seen from the other side, the true force is one quarter below the estimate. The result depends on the two ratios alone, not on $a$, $b$, $n$ or $E$.

A direct numerical sum of the momentum lost by a shifted Fermi sphere, with the example's parameters and the anisotropic law $dS/d\Omega\propto1+0.5\cos\theta+0.8\cos^2\theta$, gives the ratio 1.333333.

\subsection{Numbers}

The true wind charge number is
\begin{equation}
Z=-\frac{50}{2}\,(9\times0.02+3\times0.06)=-25\times0.36=-9 .
\end{equation}
The force also requires the field. Each channel contributes $n_se\,p_s/m$ to the current density, so
\begin{equation}
j=\frac{e}{m}\,\frac n2\,(p_\uparrow+p_\downarrow)
=\frac{ne^2\langle l\rangle}{mv_F}\,E
=\frac{ne^2\langle l\rangle}{\hbar k_F}\,E .
\label{eq:current}
\end{equation}
The current is linear in the path, which is why the mean path is correct here. From $n/2=k_F^3/(6\pi^2)$ one finds $k_F=(3\pi^2n)^{1/3}=11.4\,\mathrm{nm^{-1}}$. The resistivity $\hbar k_F/(ne^2\langle l\rangle)$ is then $15.6\,\mu\Omega\,$cm, and the field is $E=31.2$ V/cm. An elementary charge in this field feels $3.12\,\mu$eV/nm, so
\begin{equation}
F=9\times3.12\ \mu\mathrm{eV/nm}=28.1\ \mu\mathrm{eV/nm}
=4.5\times10^{-15}\ \mathrm N .
\end{equation}
Each channel supplies half of this. The tempting solution gives $37.5\,\mu$eV/nm. Both treatments use the same field, since both obtain the same conductivity.

\section{How the error depends on the contrast}

Let the paths be $\langle l\rangle(1\pm\alpha)$ and the cross sections $\langle S\rangle(1\mp\beta)$, with the upper signs for spin up. Then
\begin{align}
\langle lS\rangle
&=\tfrac12\langle l\rangle\langle S\rangle
\left[(1+\alpha)(1-\beta)+(1-\alpha)(1+\beta)\right]\\
&=\langle l\rangle\langle S\rangle\,(1-\alpha\beta),
\end{align}
because the terms linear in $\alpha$ and $\beta$ cancel between the brackets. Therefore
\begin{equation}
\frac{F_{\rm av}}{F}=\frac1{1-\alpha\beta}.
\label{eq:contrast}
\end{equation}
The missing term $-\alpha\beta\langle l\rangle\langle S\rangle$ is the covariance of path and cross section. A ratio of 3:1 means $(1+\alpha)/(1-\alpha)=3$, so $\alpha=1/2$. Likewise $\beta=1/2$, and Eq.~\eqref{eq:contrast} returns $4/3$.

Three other cases show what matters:
\begin{itemize}
\item If either quantity is the same for both spins, $\alpha\beta=0$ and the averages give the right force. A spin contrast in one quantity alone does no harm.
\item If the long path belongs to the large cross section, $\beta$ changes sign. With both ratios 3:1 in the same order, $F_{\rm av}/F=1/(1+1/4)=4/5$, and the averages underestimate the force by one fifth.
\item If $\alpha$ and $\beta$ both approach 1, one channel carries all the current and does not scatter from the ion. The true force vanishes while the estimate stays finite.
\end{itemize}

The inverse ordering of the problem has a simple possible origin. If $N$ scatterers per unit volume limit the paths, then $l_s=1/(NS_s')$, with $S_s'$ their transport cross section. When the spin ratio of $S_s'$ equals that of the migrating ion, $l_sS_s$ is the same in both channels. With $S_s'=S_s$ the paths of the problem need $N=1/(0.18\,\mathrm{nm^3})=5.6\,\mathrm{nm^{-3}}$, several per cent of the atoms, as in a concentrated alloy. In a pure metal at 573 K phonons and magnons limit the paths, and their spin ratio need not match that of the ion.

\section{Averages that work}

A single cross section can be used if each channel is weighted by its share of the current:
\begin{equation}
S_j=\frac{l_\uparrow S_\uparrow+l_\downarrow S_\downarrow}{l_\uparrow+l_\downarrow}
=\frac{0.18+0.18}{12}\ \mathrm{nm^2}=0.03\ \mathrm{nm^2}.
\end{equation}
By construction $n\langle l\rangle S_j=n\langle lS\rangle$, and indeed $50\times6\times0.03=9$.

Averaging the scattering rates instead of the paths looks like another cure. It gives the path $2/(1/9+1/3)=4.5$ nm, and $50\times4.5\times0.04=9$ is the right charge number. This agreement relies on $l_sS_s$ being equal in the two channels. Moreover, without exchange of momentum between the spins, 4.5 nm is the wrong path for the conductivity. At a given current it makes the field too large by $6/4.5=4/3$, and the error of one third in the force returns.

\section{When the spins exchange momentum}

At high temperature, collisions can pass drift momentum from one spin channel to the other. Suppose they conserve the total, and describe them by a mixing length $\lambda$. Let $L_s=v_Fp_s/(eE)$ be the effective path, meaning the one that fixes the drift momentum. The momentum balances, divided by $eE$, are
\begin{align}
1&=\frac{L_\uparrow}{l_\uparrow}+\frac{L_\uparrow-L_\downarrow}{\lambda},\\
1&=\frac{L_\downarrow}{l_\downarrow}+\frac{L_\downarrow-L_\uparrow}{\lambda}.
\end{align}
For an assumed $\lambda=20$ nm the solution is $L_\uparrow=7.31$ nm and $L_\downarrow=3.56$ nm. Mixing draws the paths together. Adding the equations removes $\lambda$:
\begin{equation}
\frac{L_\uparrow}{l_\uparrow}+\frac{L_\downarrow}{l_\downarrow}=2 .
\end{equation}
In this problem $S_s=c/l_s$ with $c=0.18\,\mathrm{nm^3}$, so $L_\uparrow S_\uparrow+L_\downarrow S_\downarrow=2c$ for any $\lambda$. At fixed field the true charge number stays at $-9$.

The estimate from averages of $L_s$ and $S_s$ does change, to $-10.9$, and its excess falls from 33\% to 21\% of the true force. For very strong mixing both effective paths tend to 4.5 nm, and the excess disappears. With the cross sections and populations of this problem, the factor $4/3$ thus requires effective paths in the ratio 3:1.

When the paths $l_s$ differ, the true force at fixed field is independent of $\lambda$ only if the products $l_sS_s$ are equal. If both cross sections were $0.04\,\mathrm{nm^2}$, the same mixing would change $Z$ from $-12$ to $-10.9$. Also, mixing raises the resistivity by 10\% here, so at fixed current the field and the true force rise by 10\%.

\section{The model beside a real line}

The parameters are round values meant for a narrow ferromagnetic line in an accelerated electromigration test, where a few MA/cm$^2$, a few hundred degrees Celsius and a resistivity of order $10\,\mu\Omega\,$cm are roughly typical. The model is meant for a metal below its Curie temperature. The spin contrast, held fixed here, can shrink as that temperature is approached; for nickel, with a Curie temperature near 630 K, 573 K is already close to it. For $\lambda=20$ nm, a 20 nm conductor and fractions 0.6 and 0.4, mixing reduces the excess most. The order rests on these assumed values: a thinner conductor or a stronger imbalance can reduce the excess as much. Real $d$ bands, anisotropic Fermi surfaces and grain boundaries are left out and could change the ratios of the paths and of the cross sections. Hole-like parts of a Fermi surface can also reduce the wind force or reverse its sign, so $Z=-9$ is a value of the free-electron model and not a prediction for a given metal. Each cross section is also taken to be the same for every direction of incidence, which need not hold for an ion beside a vacancy.

Surfaces shorten the long path more than the short one. In a film of thickness $w$ with fully diffuse surfaces, an electron moving at direction cosine $c$ to the normal has gained drift only since it left a surface. At a distance $y$ from that surface its drift is the bulk value times $1-e^{-y/(l_sc)}$, and the average of this factor over $y$ from 0 to $w$ is the square bracket below. With the field in the film plane, each direction counts by the square of its cosine to the field. Averaged over the azimuth about the normal and normalised, this gives the weight $\tfrac32(1-c^2)$. The path is therefore multiplied by
\begin{equation}
\frac32\int_0^1(1-c^2)\left[1-\frac{l_sc}{w}
\left(1-e^{-w/(l_sc)}\right)\right]dc .
\end{equation}
For $w=20$ nm the factors are 0.84 for spin up and 0.94 for spin down. If the ion is equally likely at any depth, the true charge number becomes $-8.0$, the estimate $-10.4$, and the excess 29\%. These values hold for a film. A line of square section 20 nm wide has four surfaces; its factors are 0.72 and 0.89, and the excess is 26\%. An ion at a diffuse surface of the film sees about half the bulk drift, since the electrons leaving that surface carry none, and with the same cross sections its true charge number is near $-4.5$.

A mild imbalance of the populations matters less. With fractions 0.6 and 0.4, and paths and cross sections held fixed, the population averages are 6.6 nm and $0.036\,\mathrm{nm^2}$. Their product exceeds the true mean, $0.18\,\mathrm{nm^3}$, by 32\%. A strong imbalance matters more: with fractions 0.8 and 0.2 the averages are 7.8 nm and $0.028\,\mathrm{nm^2}$, and the excess is 21\%.

The field also acts directly on the ion. With an assumed direct charge number of $+1$, the net values are $-8$ and $-11$. The error relative to the net force is then 38\%, larger than for the wind force alone, because the direct force cancels part of the wind.

Thermal smearing of the Fermi surface is a minor matter if paths and cross sections vary with energy only on the scale of $E_F$ itself: $(\pi k_BT/E_F)^2\approx10^{-3}$ for $E_F=4.95$ eV. Variation on a scale of a few tenths of an eV, as $d$ bands can give, raises the correction to several per cent, and a narrow resonance near $E_F$ would void the estimate.

For a jump of assumed length 0.25 nm along the force, with the force taken as constant on the way, the work done by the wind force is $1.4\times10^{-4}\,k_BT$. The force therefore biases the thermal jumps only slightly. If all ions of the metal feel the same force and no stress gradient opposes it, the ion's drift velocity is proportional to the net force, $v=DF_{\rm net}/(k_BT)$, with $D$ the diffusion coefficient that its jumps would give if they were uncorrelated. At fixed $D$, $T$ and field, an error in the net force passes in full to the predicted drift velocity. The remaining values are in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Electron density: 5e+22 cm^-3
Mean free path, up: 9 nm
Mean free path, down: 3 nm
Cross section, up: 0.02 nm^2
Cross section, down: 0.06 nm^2
Current density: 2 MA/cm2
Temperature: 573 K
Fermi wave number: 11.4 nm^-1
Fermi energy: 4.949 eV
Largest s-wave cross section: 0.09674 nm^2
Resistivity: 15.61 microohm cm
Electric field: 31.21 V/cm
Mean of the two paths: 6 nm
Mean of the two cross sections: 0.04 nm^2
Wind force, up channel: 14.05 microeV/nm
Wind force, down channel: 14.05 microeV/nm
True wind force: 28.09 microeV/nm
True wind force, converted: 4.501e-15 N
Averaged estimate of force: 37.46 microeV/nm
True wind charge number: -9
Averaged wind charge number: -12
Estimate/true, collision integral: 1.333333
Estimate/true, same ordering: 0.8
Current-weighted cross section: 0.03 nm^2
Assumed spin-mixing length: 20 nm
Path with mixing, up: 7.313 nm
Path with mixing, down: 3.562 nm
True wind charge with mixing: -9
Averaged wind charge with mixing: -10.88
Estimate/true with mixing: 1.208
Resistivity factor from mixing: 1.103
Equal sections: wind charge, no mixing: -12
Equal sections: wind charge, mixing: -10.88
Film thickness: 20 nm
Film path factor, up: 0.8356
Film path factor, down: 0.9438
True wind charge in film: -8.007
Averaged wind charge in film: -10.35
Estimate/true in film: 1.293
Population fraction, up, if unequal: 0.6
Estimate/true, unequal populations: 1.32
Assumed direct charge number: 1
Net charge number, true wind: -8
Net charge number, averaged wind: -11
Estimate/true for net force: 1.375
Thermal energy kT: 0.04938 eV
Thermal smearing (pi kT/E_F)^2: 0.0009825
Assumed jump length: 0.25 nm
True force times jump length / kT: 0.0001422
Fermi wave number times shorter path: 34.19
\end{verbatim}
